Is a compressed monolayer that relaxes flat mechanically stable?

**Question**

I shortened a periodic graphene cell by about a quarter of a percent along one direction and relaxed the atoms and the cell width. The sheet stayed flat and the forces fell to practically zero, so I concluded that flat graphene is stable at this compression. A colleague objects that it should buckle at the strain 4π²D/(YL²), with D the bending rigidity, Y the two-dimensional Young's modulus and L the length of my cell. That would make the critical strain depend on a length I chose for convenience, and vanish for a long cell. Where does the formula come from, does it hold for any way of compressing the sheet, and what does it give for graphene? If it is right, why did my relaxation not find the buckled state?

**Answer**

Your colleague is right for a free-standing sheet at zero temperature whose width can relax. For other loadings Y must be replaced by another modulus. Your relaxation found a point of zero force, but it could not tell whether that point was a minimum.

**Why the relaxation stays flat**

Let z stand for all atomic heights above the plane. Reflection in the plane reverses the heights and leaves the energy unchanged:

E(z) = E(−z).

The derivative of an even function is odd, so ∂E/∂z = 0 at z = 0, whatever the compression. Steepest descent, or BFGS started from a unit matrix, builds its steps from gradients. If no gradient has a vertical component, no step has one either. Rounding errors can break the symmetry in practice, but that is an accident of the arithmetic and not a stability test.

Stability is decided by the second derivatives. The flat sheet is a minimum only if no small height pattern lowers the energy.

**Energy of a small wave**

The algebra is in atomic units; numbers below are in eV and Å. Let X be the position along the compressed direction in the unstressed sheet, 0 ≤ X ≤ L, and let ε > 0 be the compressive strain. A material point moves to

x = X(1 − ε) + u(X), at height h(X),

where u and h are periodic. A prime denotes d/dX. The local strain is the relative change of an element's length:

e = √[(1 − ε + u′)² + h′²] − 1 ≈ −ε + u′ + h′²/2.

This keeps the leading terms for small strain and small slope. The last term says that a tilted element is longer than its projection, so a wave can take up some of the imposed shortening.

Let σ be the compressive stress of the flat sheet, a force per length, and write σ = Mε. The modulus M depends on the loading and is found below. An extra strain δe changes the stretching energy per area by −σ δe to first order, because lengthening a compressed sheet releases energy. Here δe = u′ + h′²/2. The average of u′ over the period is zero. The displacement u induced by the wave is itself of order h², so terms quadratic in u′ are of order h⁴. The transverse strain adds nothing at order h²: either it is held fixed, or the transverse stress that multiplies its change is zero. What remains is −σh′²/2.

Bending costs (D/2)h″² per area. There is no Gaussian-curvature term, since h varies along one direction only. To second order in h, the change of energy per area is therefore

Δf = ⟨(D/2)h″² − (σ/2)h′²⟩,

with ⟨ ⟩ the average over the cell. For h = A cos qX,

⟨h′²⟩ = A²q²/2, ⟨h″²⟩ = A²q⁴/2,

Δf = (A²/4)(Dq⁴ − σq²).

To compare this with an atomistic Hessian, let the cell hold n atoms, each with area a. The heights satisfy Σz² = nA²/2, so a Hessian eigenvalue λ gives the energy change ½λΣz² = λnA²/4. Setting this equal to naΔf gives

λ(q) = a(Dq⁴ − σq²).

The flat sheet is unstable against this wave if σ > Dq². Long waves are the dangerous ones, because halving q divides the bending cost by sixteen but the released energy only by four.

**Where the cell length enters**

A periodic cell of length L admits waves with q = 2πm/L, m = 1, 2, 3, … The first to become unstable has m = 1. Setting Mε = D(2π/L)² gives

ε_c = 4π²D/(ML²).

The m-th harmonic becomes unstable at m²ε_c. The length is thus a physical restriction imposed by the calculation: the cell forbids every wave longer than itself. In an unsupported infinite sheet no such restriction exists, and any compression makes all waves with 0 < q < √(σ/D) unstable.

**Which modulus**

For an isotropic sheet with Poisson ratio ν, the in-plane tensions are

N_x = Y(e_x + νe_y)/(1 − ν²),
N_y = Y(e_y + νe_x)/(1 − ν²).

In the flat compressed state e_x = −ε and σ = −N_x. Three loadings are of interest.

Free width: N_y = 0 requires e_y = −νe_x. Then N_x = Y(1 − ν²)e_x/(1 − ν²) = Ye_x, and M = Y.

Fixed width: e_y = 0, so M = Y/(1 − ν²).

Equal strain in both directions: e_y = e_x, so N_x = Y(1 + ν)e_x/(1 − ν²), and M = Y/(1 − ν).

The formula you were given is the free-width case. I have considered waves along x, which is justified for a narrow cell. In a wide cell with free width, a tilted wave has components q_x and q_y and needs

σ > D(q_x² + q_y²)²/q_x² ≥ Dq_x²,

so it does not buckle before the wave along x. With fixed width and ν > 0 there is also a transverse compression νσ. A wave along y in a cell of width W needs νσ > D(2π/W)², and it comes first if W > L/√ν. For equal biaxial strain the longer side of a rectangular cell sets the threshold.

**What happens beyond the threshold**

Take the free-width case and keep the single wave h = A cos qX with q = 2π/L. The average of e is fixed by the cell length and the wave:

⟨e⟩ = −ε + ⟨h′²⟩/2 = −ε + A²q²/4.

For a given average, ⟨e²⟩ is smallest when e is uniform. The in-plane displacement can achieve this. It must satisfy

u′ = A²q²/4 − h′²/2 = (A²q²/4)(1 − 2 sin² qX) = (A²q²/4) cos 2qX,

which integrates to the periodic function u = (A²q/8) sin 2qX. With s = A²q²/4, the energy per area becomes

f(s) = (Y/2)(ε − s)² + Dq²s.

Its derivative is df/ds = −Y(ε − s) + Dq². Since Dq² = Yε_c, it vanishes at

s = ε − ε_c.

Because s cannot be negative, this solution exists only for ε ≥ ε_c; below that the minimum is at s = 0, the flat sheet. Above it, A = 2√s/q, or

A = (L/π)√(ε − ε_c).

The compressive stress is then Y(ε − s) = Yε_c: in this leading-order model it stops rising, and further shortening goes into the wave. The energy gained relative to the flat state is

f(0) − f(s) = (Y/2)ε² − (Y/2)ε_c² − Yε_c(ε − ε_c)
= (Y/2)(ε² − 2εε_c + ε_c²)
= (Y/2)(ε − ε_c)².

**Numbers for graphene**

I use the Tersoff bond-order potential with the Lindsay–Broido parameters. It is a classical model with no explicit electrons and no torsion term, so the elastic constants below are those of the model and not measured values. The numerical output follows this answer.

In-plane strain gives Y = 22.15 eV/Å² (0.228 hartree/bohr²) and ν = 0.065. The rigidity comes from sheets rolled into tubes of radius R, whose energy per area exceeds that of the flat sheet by D/(2R²) at large R. Radii of 27.5 and 55.0 Å give 1.8666 and 1.8664 eV, and removing the 1/R² correction leaves D = 1.866 eV (0.0686 hartree).

The tubes need no relaxation for this purpose. Reversing the curvature κ is a mirror operation, so in-plane displacements respond at order κ². The flat sheet is stationary against them, and they change the energy only at order κ⁴. A height difference between the two sublattices could matter if it coupled linearly to κ. Inversion about a bond centre reverses κ, but it also exchanges the sublattices while reversing their heights, so the height difference is unchanged. The product of the two would change sign, and symmetry forbids it in the energy.

For free width these constants give

4π²D/Y = 39.48 × 1.866 eV / (22.15 eV/Å²) = 3.326 Å²,

ε_c = 3.326 Å²/L².

An independent check is to compress the flat atomic sheet, with its in-plane structure relaxed, until an out-of-plane Hessian eigenvalue crosses zero. Compression is along the armchair direction, where the repeat length is 4.316 Å.

L = 34.53 Å: Hessian 2.776 × 10⁻³, formula 2.790 × 10⁻³.
L = 69.06 Å: Hessian 6.966 × 10⁻⁴, formula 6.974 × 10⁻⁴.
L = 138.12 Å: Hessian 1.7431 × 10⁻⁴, formula 1.7436 × 10⁻⁴.

Relative to the formula, the Hessian thresholds are low by 0.49, 0.12 and 0.03 percent. The deviation falls by about four at each doubling of L, so the relative correction to the formula scales as 1/L². At L = 69.06 Å the unloaded bending eigenvalue is already 0.2 percent below aDq⁴. That is more than the 0.12 percent by which the threshold is low, so other corrections of the same order must partly cancel it. I have not separated them.

At the same length, fixed width gives a Hessian threshold of 6.937 × 10⁻⁴ (formula 6.945 × 10⁻⁴), and equal biaxial strain gives 6.514 × 10⁻⁴ (formula 6.521 × 10⁻⁴). Fixing the width hardly matters here because its relative effect is ν² ≈ 0.004. Biaxial loading lowers the threshold by the fraction ν, about 6.5 percent. In a material with a larger Poisson ratio the choice of modulus would matter more.

**Your relaxation, repeated**

Take twelve repeats, L = 51.80 Å with 48 atoms. The predicted threshold is

ε_c = 3.326/51.80² = 1.240 × 10⁻³.

I compressed the sheet to twice this value, 2.480 × 10⁻³, which is close to your quarter of a percent, and started one relaxation from a flat sheet with small random displacements along the compressed direction. It ended with all heights equal to zero and no gradient component above 2 × 10⁻⁷ eV/Å. By the force criterion this is an excellent result.

The Hessian at that point has two negative eigenvalues. They belong to the sine and cosine waves of length L; the next harmonic would need 4ε_c. At ε = 2ε_c the formula for λ reduces to −aDq⁴. With a = 2.689 Å² and q = 2π/51.80 Å = 0.1213 Å⁻¹, this is −1.09 × 10⁻³ eV/Å², against −1.10 × 10⁻³ from the Hessian.

A second relaxation at the same strain started with a wave of amplitude 0.40 Å. It ended buckled, with amplitude 0.582 Å. The formula gives

A = (51.80 Å/π) × √(1.240 × 10⁻³) = 0.581 Å.

The buckled cell is lower in energy than the flat one by 2.23 × 10⁻³ eV. The estimate (Y/2)(ε − ε_c)² times the cell area gives 2.20 × 10⁻³ eV, about one percent less. At half the threshold strain, the same initial wave relaxed away to less than 10⁻⁴ Å. The flat state is therefore stable in this cell below the threshold and unstable above it.

**Why a small cell hides the instability**

If your cell was the four-atom rectangular one, even random heights would not have helped. Apart from a rigid shift, it admits only height patterns that repeat in every cell. At the same strain of 2.480 × 10⁻³ its lowest nonzero out-of-plane eigenvalue is +8.2 eV/Å², and it has no negative mode. That result is correct for patterns with the period of the cell. It says nothing about longer waves.

Solving the threshold for the length gives the shortest cell that can show buckling at a chosen strain:

L_c = 2π√(D/(Mε)).

With free width this is 18.2 Å at one percent compression, 25.8 Å at half a percent and 57.7 Å at a tenth of a percent. A cell contains whole repeats, so one percent needs five of them, or 21.6 Å. The continuum formula is less accurate at such short lengths: if the deviation found above keeps growing as 1/L², it reaches nearly two percent at 18 Å.

In the other direction, a sheet 1000 Å long has ε_c = 3.3 × 10⁻⁶, and one of 10,000 Å has 3.3 × 10⁻⁸.

**How to test for stability**

Breaking the symmetry is necessary but may not be enough, because the forces that drive buckling are weak. In the 48-atom cell, an unstable mode of amplitude 0.01 Å is driven by vertical forces of only about |λ|A = 1.1 × 10⁻³ × 0.01 ≈ 10⁻⁵ eV/Å. A plain cosine in the atomic heights gives larger forces at first, though still below 10⁻⁴ eV/Å, because it slightly misplaces the two sublattices relative to each other. That extra part does not drive the buckling and disappears once the sublattices adjust. A relaxation that stops when forces fall below 10⁻³ eV/Å would accept the nearly flat sheet at once. Use a cell longer than L_c, a visible initial wave and a force tolerance well below |λ|A.

The more direct test is the Hessian of the long cell, or the phonon spectrum of the primitive cell at small wave vectors. For long bending waves the frequency ω obeys mω² = λ(q), with m the atomic mass, so an unstable wave appears as an imaginary frequency. The spectrum must be sampled below q = √(σ/D). The most negative λ follows from

dλ/d(q²) = a(2Dq² − σ) = 0,

which gives q² = σ/(2D) and λ = −aσ²/(4D). The corresponding wavelength is √2 L_c, about 26 Å at one percent compression. A spectrum computed only at q = 0 misses all of this.

The same relation warns about a cell that is nominally unstressed but slightly too short. A residual compression of 10⁻⁴ makes waves longer than √(3.326/10⁻⁴) ≈ 180 Å unstable. An imaginary bending frequency very close to q = 0 can therefore be a true consequence of leftover stress, and the stress should be checked before the frequency is dismissed as numerical noise.

**When the threshold does not vanish**

Suppose a flat support resists height changes with an energy kh²/2 per area, where k > 0. Since ⟨h²⟩ = A²/2, this adds kA²/4 to Δf, and

λ(q) = a(Dq⁴ − σq² + k).

Instability now needs σ > Dq² + k/q². The right-hand side is large for short waves because of bending and for long waves because of the support. Its derivative with respect to q² is D − k/q⁴, which vanishes at q² = √(k/D). The smallest critical stress is therefore

σ_c = 2√(kD), or ε_c = 2√(kD)/M.

This does not depend on L. In this continuum model, a periodic cell has exactly this threshold when L is a multiple of the preferred wavelength 2π(D/k)^(1/4). Otherwise its threshold is higher, but the excess vanishes as L grows, because the allowed values of q become dense. A supported monolayer can thus remain flat under a finite compression, while the free one cannot in the limit of large L. The estimate assumes a linear support that does not slide or detach.

Thermal ripples are also outside this analysis, which compares energies at zero temperature. Within those limits, a statement that a free monolayer is stable under compression needs a length attached to it. For your strain of a quarter of a percent, this model puts that length at √(3.326/0.0025) ≈ 36 Å: flat graphene is stable against bending waves along the compression in shorter cells and unstable in longer ones.

Calculated quantities

```
Graphene, Tersoff potential, Lindsay-Broido parameters
bond length: 1.4388 angstrom
armchair cell length: 4.3164 angstrom
cell width: 2.4920 angstrom
area per atom: 2.6891 angstrom^2
Young modulus Y: 22.149 eV/angstrom^2
  = 354.9 N/m
  = 0.2279 hartree/bohr^2
Poisson ratio: 0.0650
fixed-width modulus: 22.243 eV/angstrom^2
biaxial modulus M: 23.690 eV/angstrom^2
D from tube, R = 27.48 angstrom: 1.86662 eV
D from tube, R = 54.96 angstrom: 1.86636 eV
D extrapolated: 1.86627 eV
  = 0.06858 hartree
4 pi^2 D/Y: 3.3264 angstrom^2
Threshold strain, free width: L, Hessian, formula, ratio
  34.53 angstrom: 2.7762e-03, 2.7897e-03, 0.99515
  69.06 angstrom: 6.9659e-04, 6.9743e-04, 0.99879
  138.12 angstrom: 1.7431e-04, 1.7436e-04, 0.99970
ratio extrapolated to infinite L: 1.000001
exponent of 1/L from two longest cells: 1.9987
Other loadings at L = 69.06 angstrom: Hessian, formula
  fixed: 6.9366e-04, 6.9448e-04
  biaxial: 6.5142e-04, 6.5208e-04
Unloaded bending eigenvalue at that L: Hessian, formula
  3.4311e-04, 3.4384e-04 eV/angstrom^2
Relaxations, L = 51.80 angstrom, 48 atoms
predicted threshold strain: 1.2399e-03
strain above threshold: 2.4798e-03
flat start: final largest height 0.0 angstrom
flat start: largest gradient 1.9e-07 eV/angstrom
flat end: negative Hessian eigenvalues 2
flat end: lowest eigenvalue -1.097e-03 eV/angstrom^2
wave start: initial amplitude 0.40 angstrom
buckled amplitude: 0.5818 angstrom
  formula: 0.5805 angstrom
energy gain of the cell: 2.2250e-03 eV
  formula: 2.1976e-03 eV
strain below threshold: 6.1994e-04
final amplitude below 1e-4 angstrom: True
Four-atom cell above threshold: lowest nonzero bending eigenvalue
  8.197 eV/angstrom^2
Formula, free width: threshold strain for long sheets
  L = 100 angstrom: 3.326e-04
  L = 1000 angstrom: 3.326e-06
  L = 10000 angstrom: 3.326e-08
Formula, free width: shortest cell that can buckle
  strain 0.001: 57.68 angstrom
  strain 0.005: 25.79 angstrom
  strain 0.010: 18.24 angstrom
```
